**Eliashberg function, mode lambdas and mass enhancement in a square-lattice model**

For one band \(\varepsilon_{\mathbf k}\) with density of states \(N_F\) per spin, phonons \(\omega_{\mathbf q\nu}\) and couplings \(g_\nu\), the function \(\alpha^2F(\omega)=N_F^{-1}\sum_\nu\langle\langle|g|^2\delta(\varepsilon_{\mathbf k})\delta(\varepsilon_{\mathbf k'})\delta(\omega-\omega_{\mathbf q\nu})\rangle\rangle\) defines \(\lambda=2\int\alpha^2F/\omega\,d\omega\), which equals \(\sum_\nu\langle\lambda_{\mathbf q\nu}\rangle_{\mathbf q}\) exactly and gives \(N^*/N_F\to1+\lambda\) at \(T=0\) when phonon energies are small against the band scale. In Hartree units, for a tight-binding band with one acoustic and one optical branch, the program asserts that \(N_F\) matches the elliptic-integral form, and that Fermi-line integrals agree with a binned \(\alpha^2F\), with the analytic low-frequency slope, and with smeared mode lambdas on a \(\mathbf q\) grid (\(\lambda\) per branch and two further moments). It asserts that the golden-rule half-width \(\gamma\) reproduces \(\lambda_{\mathbf q}=\gamma/(\pi N_F\omega^2)\) at a generic \(\mathbf q\) and vanishes at small \(\mathbf q\), that the arc-length average of \(\lambda_{\mathbf k}\) differs from \(\lambda\), and that the second-order self-energy \(\Sigma\) matches exact diagonalization of a three-level model. With \(\omega\) and \(g^2\) scaled by 1, 0.1 and 0.01, it asserts that the full-zone \(-\partial\Sigma/\partial z\) stays within scale × \(\omega_O/2t\) of \(\lambda_{\mathbf k}\) in relative terms, that this deviation becomes linear in the scale, that \(\partial\Sigma/\partial\varepsilon\) shrinks with it, and that \(N^*/N_F\) approaches \(1+\lambda\). It also asserts that the solved quasiparticle equation for the optical branch matches the chain-rule velocity, and that a self-consistent Einstein model with \(\lambda=1\) deviates from 1 in proportion to \(\omega/D\), with \(D\) the half-bandwidth. The output shows \(\lambda=0.6824\) from line integrals and from the zone average, \(\lambda_{\mathbf k}\) between 0.622 and 0.737, and \(N^*/N_F=1.6889,\ 1.6833,\ 1.6825\) at the three scales.

## Numerical check

```python
# Eliashberg function and lambda. Hartree atomic units, T = 0, one band, lattice constant 1.
# <>_k = zone average, NF = <delta(e_k)> per spin, g = coupling (energy), w = phonon energy, q = k'-k.
#   a2F(x) = (1/NF) sum_nu << g^2 delta(e_k) delta(e_k') delta(x - w) >>,  lam = 2 int a2F/x dx
# Under test:
#  (a) lam = sum_nu <lam_q>_q, lam_q = 2<g^2 delta delta>_k/(NF w) ~ gamma_q/(pi NF w^2)
#  (b) v/v* = (1 - dSigma/dz)/(1 + dSigma/de) -> 1 + lam_k and N*/NF -> 1 + lam for w << bandwidth,
#      Sigma_k(z) = sum_nu < g^2 / (z - e' - sign(e') w) >_k',  lam_k = 2 sum_nu <g^2 delta(e')/w>_k'
# Model: square lattice, one acoustic (index 0) and one optical (index 1) branch.
import numpy as np
from functools import reduce
from scipy.special import ellipk
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.signal import fftconvolve
from scipy.constants import physical_constants
pi = np.pi
meV = 1e3*physical_constants['Hartree energy in eV'][0]
t, mu, wA, gA, wO, gO, disp, aniso = 0.02, -0.02, 6e-4, 4e-3, 1e-3, 5e-3, 0.1, 0.4

def eps(x, y): return -2*t*(np.cos(x) + np.cos(y)) - mu
def vel(x, y): return 2*t*np.sin(x), 2*t*np.sin(y)
def branches(kx, ky, px, py):
    qx, qy = px - kx, py - ky
    s = np.sqrt((np.sin(qx/2)**2 + np.sin(qy/2)**2)/2)
    form = 1 + aniso*(np.cos(kx) - np.cos(ky))*(np.cos(px) - np.cos(py))
    return (np.array([wA*s, wO*(1 + disp*(np.cos(qx) + np.cos(qy)))]),
            np.array([gA**2*s/(1 + s*s), gO**2*form**2]))
def kmax(th): return pi/np.maximum(abs(np.cos(th)), abs(np.sin(th)))
def kF(th):
    lo, hi = 0*th, kmax(th)
    for _ in range(56):
        m = (lo + hi)/2
        inside = eps(m*np.cos(th), m*np.sin(th)) < 0
        lo, hi = np.where(inside, m, lo), np.where(inside, hi, m)
    return (lo + hi)/2
def fermi(th):  # point, weight of delta(e) per unit angle, speed
    k = kF(th); x, y = k*np.cos(th), k*np.sin(th); vx, vy = vel(x, y)
    return x, y, k/(vx*np.cos(th) + vy*np.sin(th))/(2*pi)**2, np.hypot(vx, vy)

print(f"t = {t} Ha = {t*meV:.1f} meV, mu = {mu} Ha")
print(f"wA = {wA} Ha = {wA*meV:.2f} meV, gA = {gA} Ha")
print(f"wO = {wO} Ha = {wO*meV:.2f} meV, gO = {gO} Ha, dispersion {disp}, anisotropy {aniso}")

# ---- Fermi-line integrals
M = 2000; dth = 2*pi/M; th1 = np.arange(M)*dth
x1, y1, w1, v1 = fermi(th1); x2, y2, w2, v2 = fermi(th1 + dth/2)
w1, w2 = w1*dth, w2*dth
NF = w1.sum(); NF_ell = ellipk(1 - (mu/(4*t))**2)/(2*pi**2*t)
assert abs(NF/NF_ell - 1) < 1e-8
print(f"NF line integral {NF:.5f}, elliptic {NF_ell:.5f} 1/Ha per spin per cell")
om, g2 = branches(x1[:, None], y1[:, None], x2[None, :], y2[None, :])
lamk_all = 2*(g2/om*w2).sum(axis=(0, 2))
Wt = g2*w1[:, None]*w2[None, :]/NF
lam_br = 2*(Wt/om).sum(axis=(1, 2)); lam = lam_br.sum()
momA = [(Wt*om**p).sum() for p in (-1, 0, 1)]
print(f"lam line integral: acoustic {lam_br[0]:.4f}, optical {lam_br[1]:.4f}, total {lam:.4f}")
dw = 1e-5; edges = np.arange(126)*dw; cen = edges[:-1] + dw/2
a2F = np.histogram(om.ravel(), edges, weights=Wt.ravel())[0]/dw
lam_hist = 2*(a2F/cen).sum()*dw
assert abs(lam_hist/lam - 1) < 5e-3  # bin-width error
print(f"lam from binned a2F (bin {dw} Ha): {lam_hist:.4f}")
for j in (10, 30, 45, 90, 100, 110):
    print(f"  a2F at {cen[j]:.3e} Ha: {a2F[j]:.4f}")
c_sound = wA/(2*np.sqrt(2))
slope = 2*gA**2/(wA*c_sound*NF*(2*pi)**2)*(w1/v1).sum()
w0 = 0.05*wA; slope_num = 2*Wt[0][om[0] < w0].sum()/w0**2
assert abs(slope_num/slope - 1) < 0.03  # sharp cut on a discrete angle grid
print(f"sound speed {c_sound:.4e} au; low-w slope of a2F: formula {slope:.1f}, numeric {slope_num:.1f} 1/Ha")
lam_arc = (lamk_all*w1*v1).sum()/(w1*v1).sum()
assert abs(lam_arc - lam) > 1e-3
print(f"lam_k min {lamk_all.min():.4f}, max {lamk_all.max():.4f}, arc-length average {lam_arc:.4f}")
del om, g2, Wt

# ---- mode lambdas on a q grid, Gaussian deltas, extrapolated in sigma^2
N = 128; h = 2*pi/N; sig = np.array([0.08, 0.12])*t
I, J = [a.ravel() for a in np.meshgrid(np.arange(N), np.arange(N), indexing='ij')]
gauss = lambda e, s: np.exp(-e*e/(2*s*s))/(s*np.sqrt(2*pi))
e1, e2 = eps(I*h, J*h), eps((I + .5)*h, (J + .5)*h)
n1, n2 = np.where(abs(e1) < 5*sig[1])[0], np.where(abs(e2) < 5*sig[1])[0]
num = np.zeros((2, 2, N*N))
for ch in np.array_split(n1, 12):
    a = ch[:, None]
    gg = branches(I[a]*h, J[a]*h, (I[n2] + .5)*h, (J[n2] + .5)*h)[1]
    iq = (((I[n2] - I[a]) % N)*N + (J[n2] - J[a]) % N).ravel()
    for i, s in enumerate(sig):
        dd = gauss(e1[a], s)*gauss(e2[n2], s)
        for nu in range(2):
            num[i, nu] += np.bincount(iq, (gg[nu]*dd).ravel(), N*N)/N**2
wq = branches(0.0, 0.0, (I + .5)*h, (J + .5)*h)[0]
lamq = np.array([2*num[i]/(gauss(e1, s).mean()*wq) for i, s in enumerate(sig)])
r = (sig[1]/sig[0])**2
extra = lambda f: (r*f[0] - f[1])/(r - 1)
lamB = extra(lamq.mean(axis=2))
assert np.all(abs(lamB/lam_br - 1) < 3e-3)
print(f"q grid {N}x{N}, sigma {sig[0]:.4f}, {sig[1]:.4f} Ha: lam {lamq[0].mean(1).sum():.4f}, {lamq[1].mean(1).sum():.4f}")
print(f"zone average, sigma->0: acoustic {lamB[0]:.4f}, optical {lamB[1]:.4f}, total {lamB.sum():.4f}")
for p, mA in zip((0, 1), momA[1:]):
    mB = extra((0.5*lamq*wq**(p + 1)).mean(axis=2).sum(axis=1))
    assert abs(mB/mA - 1) < 3e-3
    print(f"int a2F w^{p} dw: line {mA:.4e}, q grid {mB:.4e} Ha^{p+1}")

# ---- optical linewidth: golden rule versus Fermi-line crossings
def double_delta(qx, qy):
    def F(a):
        k = kF(a); return eps(k*np.cos(a) + qx, k*np.sin(a) + qy)
    g = th1 + 0.37*dth; f = F(g); tot = 0.0
    for i in np.where(f*np.roll(f, -1) < 0)[0]:
        a = brentq(lambda u: float(F(np.array(u))), g[i], g[i] + dth, xtol=1e-14)
        x, y = fermi(np.array(a))[:2]
        (ax, ay), (bx, by) = vel(x, y), vel(x + qx, y + qy)
        tot += branches(x, y, x + qx, y + qy)[1][1]/abs(ax*by - ay*bx)/(2*pi)**2
    return tot
def golden(qx, qy, s):
    w = s*branches(0.0, 0.0, qx, qy)[0][1]; n = 2000000
    kx = (np.arange(n) + .5)*2*pi/n - pi
    S = (w/(4*t) - np.sin(kx + qx/2)*np.sin(qx/2))/np.sin(qy/2)
    ok = abs(S) < 1; kx, p = kx[ok], np.arcsin(S[ok]); tot = 0.0
    for py in (p, pi - p):
        ky = py - qy/2
        m = (eps(kx, ky) < 0) & (eps(kx + qx, ky + qy) > 0)
        g = s*branches(kx[m], ky[m], kx[m] + qx, ky[m] + qy)[1][1]
        tot += (g/abs(4*t*np.sin(qy/2)*np.cos(py[m]))).sum()*(2*pi/n)/(2*pi)**2
    return 2*pi*tot, w
q = (0.5, 1.0); dd = double_delta(*q)
for s, tol in ((1.0, 2e-2), (0.1, 4e-3)):
    gam, w = golden(*q, s); lq, lg = 2*s*dd/(NF*w), gam/(pi*NF*w*w)
    assert abs(lg/lq - 1) < tol
    print(f"q={q}, scale {s}: w {w:.4e} Ha, gamma {gam:.4e} Ha = {gam*meV:.4f} meV")
    print(f"   lam_q crossings {lq:.4f}, from gamma {lg:.4f}")
q = (0.005, 0.01); gam, w = golden(*q, 1.0); lq = 2*double_delta(*q)/(NF*w)
assert gam == 0 and lq > 1
print(f"q={q}: gamma {gam:.1f} Ha, double-delta lam_q {lq:.2f}, w/vmax {w/v1.max():.4f} 1/bohr")

# ---- self-energy formula versus exact diagonalization (3 levels, 2 modes)
ea, ek, eb, u1, u2, gw = -1.0, 0.1, 0.8, 0.5, 0.3, 0.02
lw, sz, id2, id3 = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2), np.eye(3)
bo = np.diag(np.sqrt([1., 2]), 1); kr = lambda *o: reduce(np.kron, o)
ca, ck, cb = kr(lw, id2, id2, id3, id3), kr(sz, lw, id2, id3, id3), kr(sz, sz, lw, id3, id3)
b1, b2 = kr(id2, id2, id2, bo, id3), kr(id2, id2, id2, id3, bo)
H = (ea*ca.T@ca + ek*ck.T@ck + eb*cb.T@cb + u1*b1.T@b1 + u2*b2.T@b2
     + gw*(cb.T@ck + ck.T@cb)@(b1 + b1.T) + gw*(ca.T@ck + ck.T@ca)@(b2 + b2.T))
occ = np.rint(np.diag(ca.T@ca + ck.T@ck + cb.T@cb))
E = [np.linalg.eigvalsh(H[np.ix_(occ == n, occ == n)])[0] for n in (1, 2)]
shift, emp, fil = E[1] - E[0] - ek, gw**2/(ek - eb - u1), gw**2/(ek - ea + u2)
assert abs(shift - emp - fil) < 2e-6  # fourth order in the coupling
print(f"toy levels {ea}, {ek}, {eb}, modes {u1}, {u2}, g {gw} (model energy unit)")
print(f"   exact shift {shift:.4e}; empty term {emp:.4e}, filled term {fil:.4e}, sum {emp+fil:.4e}")
assert abs(2*quad(lambda e: 1/(e + 0.7)**2, 0, np.inf)[0] - 2/0.7) < 1e-8

# ---- full-zone self-energy by graded polar quadrature
gx, gwt = np.polynomial.legendre.leggauss(8)
def panels(b):
    c, d = (b[1:] + b[:-1])[:, None]/2, (b[1:] - b[:-1])[:, None]/2
    return (c + d*gx).ravel(), (d*gwt).ravel()
ur, uw = panels(np.r_[0, np.geomspace(1e-11, 1, 25)])
def zone(th0):
    g = np.geomspace(1e-5, pi, 13); reg = np.arange(-16, 17)*pi/8
    a, aw = panels(np.unique(np.r_[th0, th0 + g, th0 - g, reg[abs(reg - th0) < pi]]))
    k, km = kF(a)[:, None], kmax(a)[:, None]
    rad = np.hstack([k*(1 - ur), k + (km - k)*ur])
    wt = np.hstack([k*uw, (km - k)*uw])*rad*aw[:, None]/(2*pi)**2
    sg = np.r_[-np.ones_like(ur), np.ones_like(ur)]
    px, py = rad*np.cos(a)[:, None], rad*np.sin(a)[:, None]
    assert abs(wt.sum() - 1) < 1e-7
    return px, py, wt, sg, abs(eps(px, py))
scales = (1.0, 0.1, 0.01); step = 2e-4
def analyse(th0, solve=False):
    x, y, w, v = fermi(np.array(th0)); nx, ny = np.array(vel(x, y))/v
    o, g = branches(x, y, x2, y2); lk = 2*(g/o*w2).sum(axis=1)
    px, py, wt, sg, ae = zone(th0)
    pts = [(x + d*nx, y + d*ny) for d in (-step, 0, step)]
    B = [branches(a, b, px, py) for a, b in pts]; de = eps(*pts[2]) - eps(*pts[0])
    Sig = lambda i, z, s: (wt*s*B[i][1]/(z - sg*(ae + s*B[i][0]))).sum(axis=(1, 2))
    L = np.array([(wt*s*B[1][1]/(ae + s*B[1][0])**2).sum(axis=(1, 2)) for s in scales])
    dS = np.array([(Sig(2, 0, s) - Sig(0, 0, s))/de for s in scales])
    if solve:
        S0 = Sig(1, 0, 1.0)[1]
        Eq = [brentq(lambda z: z - eps(*pts[i]) - Sig(i, z, 1.0)[1] + S0, -1e-4, 1e-4, xtol=1e-15) for i in (0, 2)]
        ratio, chain = de/(Eq[1] - Eq[0]), (1 + L[0, 1])/(1 + dS[0, 1])
        assert abs(ratio/chain - 1) < 1e-3
        assert abs(ratio/(1 + lk[1]) - 1) < 0.06
        print(f"optical only, angle 0: v/v* solved {ratio:.4f}, chain rule {chain:.4f}, 1+lam_k {1+lk[1]:.4f}")
    return float(w), float(v), lk.sum(), L.sum(axis=1), dS.sum(axis=1)
for name, a, sv in (("0", 0.0, True), ("pi/4", pi/4, False)):
    w, v, lk, L, dS = analyse(a, sv)
    print(f"angle {name}: kF {float(kF(np.array(a))):.4f} 1/bohr, v {v:.5f} au, lam_k {lk:.4f}")
    for i, s in enumerate(scales):
        print(f"   scale {s}: -dSigma/dz {L[i]:.4f}, rel dev/scale {(L[i]/lk-1)/s:+.5f}, "
              f"dSigma/de {dS[i]:+.5f}, v/v* {(1+L[i])/(1+dS[i]):.4f}")
tx, tw = np.polynomial.legendre.leggauss(8)
R = [analyse(a) for a in (tx + 1)*pi/8]
ww = np.array([x[0] for x in R])*tw; ww /= ww.sum()
lk = np.array([x[2] for x in R]); L = np.array([x[3] for x in R]); dS = np.array([x[4] for x in R])
signed = L/lk[:, None] - 1
dev, dmax = abs(signed).max(axis=0), abs(dS).max(axis=0)
Nstar = ww@((1 + L)/(1 + dS))
for i, s in enumerate(scales):
    print(f"scale {s}: max rel dev from lam_k {dev[i]:.2e}, max|dSigma/de| {dmax[i]:.2e}, N*/NF {Nstar[i]:.4f}")
# deviation = a*scale + O(scale^2 log scale): bounded at every scale, linear once the scale is small
rate = signed/np.array(scales)
drift = abs(np.diff(rate, axis=1)).max(axis=0)
print(f"max change of dev/scale: 1 to 0.1 {drift[0]:.2e}, 0.1 to 0.01 {drift[1]:.2e}; wO/t {wO/t:.3f}")
assert np.all(dev < 0.5*np.array(scales)*wO/t)
assert dev[2] < 0.2*dev[1]
assert drift[1] < 0.4*drift[0]
assert dmax[1] < 0.2*dmax[0]
assert dmax[2] < 0.2*dmax[1]
assert abs(Nstar[0]/(1 + lam) - 1) < 0.06
assert abs(Nstar[2]/(1 + lam) - 1) < 2e-3
print(f"1 + lam = {1+lam:.4f}")

# ---- self-consistent Einstein model, flat band [-D, D], phonon energy 1, lam = 1
def selfconsistent(D, lam0=1.0, hx=0.05):
    Lh = int(round(2*D/hx)); n = 2*Lh; x = (np.arange(n) - Lh + .5)*hx; sh = int(round(1/hx))
    m = np.arange(-(n - 1), n); K = np.log(abs((m + .5)/(m - .5)))
    rho = (abs(x) < D)*1.0
    for _ in range(400):
        S = np.zeros(n); S[Lh + sh:] = rho[Lh:n - sh]; S[:Lh - sh] = rho[sh:Lh]
        re = lam0/2*fftconvolve(S, K)[n - 1:2*n - 1]
        z = x - re + 1j*(pi*lam0/2*S + 1e-12)
        new = (np.angle(z - D) - np.angle(z + D))/pi
        change = abs(new - rho).max(); rho = (rho + new)/2
        if change < 1e-9:
            break
    assert change < 1e-6
    return -(re[Lh] - re[Lh - 1])/hx
sc = [selfconsistent(D) for D in (50, 100)]
for D, val in zip((50, 100), sc):
    print(f"Einstein lam=1, D/w={D}: self-consistent -dSigma/dz {val:.4f}, second order {D/(D+1):.4f}")
    assert abs(val - 1) < 2.5/D
assert 1.7 < (1 - sc[0])/(1 - sc[1]) < 2.3
print("success")
```

Running it gives:

```
t = 0.02 Ha = 544.2 meV, mu = -0.02 Ha
wA = 0.0006 Ha = 16.33 meV, gA = 0.004 Ha
wO = 0.001 Ha = 27.21 meV, gO = 0.005 Ha, dispersion 0.1, anisotropy 0.4
NF line integral 7.09554, elliptic 7.09554 1/Ha per spin per cell
lam line integral: acoustic 0.2674, optical 0.4150, total 0.6824
lam from binned a2F (bin 1e-05 Ha): 0.6825
  a2F at 1.050e-04 Ha: 0.0152
  a2F at 3.050e-04 Ha: 0.0463
  a2F at 4.550e-04 Ha: 0.1771
  a2F at 9.050e-04 Ha: 0.2438
  a2F at 1.005e-03 Ha: 1.1604
  a2F at 1.105e-03 Ha: 0.3153
sound speed 2.1213e-04 au; low-w slope of a2F: formula 146.2, numeric 147.4 1/Ha
lam_k min 0.6219, max 0.7367, arc-length average 0.6760
q grid 128x128, sigma 0.0016, 0.0024 Ha: lam 0.6836, 0.6850
zone average, sigma->0: acoustic 0.2674, optical 0.4149, total 0.6824
int a2F w^0 dw: line 2.6448e-04, q grid 2.6447e-04 Ha^1
int a2F w^1 dw: line 2.5012e-07, q grid 2.5011e-07 Ha^2
q=(0.5, 1.0), scale 1.0: w 1.1418e-03 Ha, gamma 1.3940e-05 Ha = 0.3793 meV
   lam_q crossings 0.4799, from gamma 0.4797
q=(0.5, 1.0), scale 0.1: w 1.1418e-04 Ha, gamma 1.3954e-07 Ha = 0.0038 meV
   lam_q crossings 0.4799, from gamma 0.4802
q=(0.005, 0.01): gamma 0.0 Ha, double-delta lam_q 69.46, w/vmax 0.0219 1/bohr
toy levels -1.0, 0.1, 0.8, modes 0.5, 0.3, g 0.02 (model energy unit)
   exact shift -4.7546e-05; empty term -3.3333e-04, filled term 2.8571e-04, sum -4.7619e-05
optical only, angle 0: v/v* solved 1.4860, chain rule 1.4860, 1+lam_k 1.4691
angle 0: kF 2.0944 1/bohr, v 0.03464 au, lam_k 0.7367
   scale 1.0: -dSigma/dz 0.7385, rel dev/scale +0.00251, dSigma/de -0.00927, v/v* 1.7548
   scale 0.1: -dSigma/dz 0.7371, rel dev/scale +0.00571, dSigma/de -0.00103, v/v* 1.7389
   scale 0.01: -dSigma/dz 0.7367, rel dev/scale +0.00630, dSigma/de -0.00011, v/v* 1.7369
angle pi/4: kF 1.8641 1/bohr, v 0.05477 au, lam_k 0.6219
   scale 1.0: -dSigma/dz 0.6206, rel dev/scale -0.00214, dSigma/de +0.00049, v/v* 1.6198
   scale 0.1: -dSigma/dz 0.6219, rel dev/scale -0.00066, dSigma/de +0.00005, v/v* 1.6218
   scale 0.01: -dSigma/dz 0.6219, rel dev/scale -0.00039, dSigma/de +0.00000, v/v* 1.6219
scale 1.0: max rel dev from lam_k 2.50e-03, max|dSigma/de| 9.24e-03, N*/NF 1.6889
scale 0.1: max rel dev from lam_k 5.70e-04, max|dSigma/de| 1.03e-03, N*/NF 1.6833
scale 0.01: max rel dev from lam_k 6.29e-05, max|dSigma/de| 1.05e-04, N*/NF 1.6825
max change of dev/scale: 1 to 0.1 3.19e-03, 0.1 to 0.01 5.89e-04; wO/t 0.050
1 + lam = 1.6824
Einstein lam=1, D/w=50: self-consistent -dSigma/dz 0.9712, second order 0.9804
Einstein lam=1, D/w=100: self-consistent -dSigma/dz 0.9854, second order 0.9901
success
```
